# The Dirac-Coulomb problem as a Coulomb equation with noninteger angular momentum, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong without the diagonalization

An electron in the field of a point nucleus obeys the Dirac equation, a set of four coupled first-order equations. The nonrelativistic Coulomb problem is one second-order equation with a known solution, so it is natural to square the Dirac operator and hope to recover that equation.

Squaring produces two new terms proportional to $1/r^2$. One is an attraction $a^2/r^2$, where $a = Z\alpha$ is the nuclear charge times the fine-structure constant. The other is a matrix, $i a \alpha_r / r^2$, which couples the upper and lower halves of the spinor and mixes orbital angular momenta that differ by one unit. As long as this matrix stands in the equation, there is no single radial equation and no definite centrifugal barrier.

Dropping the matrix does not help. An s wave would then behave near the nucleus as $r^s$ (for $r$ times the wave function), with

$$ s(s-1) = -a^2 , \qquad s = \tfrac12 \pm \sqrt{\tfrac14 - a^2} . $$

For lead, $Z = 82$ and $a = 0.598$, so $a^2 = 0.358$ exceeds $1/4$. Both exponents are complex, both solutions oscillate without end as $r \to 0$, and neither can be singled out as the regular one. The Dirac equation for the same nucleus has a well-defined ground state. The spin term is therefore essential, and it has to be diagonalized together with the centrifugal term.

## 2. Conventions

Units are $\hbar = c = 1$. The electron has mass $m$, the nucleus is a fixed point charge, and

$$ V(r) = -\frac{a}{r} , \qquad a = Z\alpha > 0 . $$

The Dirac matrices $\boldsymbol\alpha$ and $\beta$ are Hermitian, have unit squares, and anticommute with one another. In two-by-two blocks,

$$ \boldsymbol\alpha = \begin{pmatrix} 0 & \boldsymbol\sigma \\ \boldsymbol\sigma & 0 \end{pmatrix} , \quad \beta = \begin{pmatrix} 1 & 0 \\ 0 & -1 \end{pmatrix} , \quad \boldsymbol\Sigma = \begin{pmatrix} \boldsymbol\sigma & 0 \\ 0 & \boldsymbol\sigma \end{pmatrix} . $$

A subscript $r$ denotes the component along the unit vector $\hat{\mathbf r}$, so $\alpha_r = \boldsymbol\alpha \cdot \hat{\mathbf r}$ and $\sigma_r = \boldsymbol\sigma \cdot \hat{\mathbf r}$. Both have unit square.

The stationary equation is $(E - V - \boldsymbol\alpha \cdot \mathbf p - \beta m)\psi = 0$. Multiplying from the left by $\beta$ and using $\beta^2 = 1$ gives

$$ (\Pi - m)\psi = 0 , \qquad \Pi = \beta \, (E - V - \boldsymbol\alpha \cdot \mathbf p) . \tag{1} $$

In this form the mass is a plain number, which makes squaring simple.

## 3. Squaring

If $\Pi\psi = m\psi$, then $\Pi^2\psi = m^2\psi$. Every Dirac solution therefore solves the squared equation

$$ (\Pi^2 - m^2)\varphi = 0 . \tag{2} $$

The converse is weaker. Since $\Pi^2 - m^2 = (\Pi - m)(\Pi + m)$, a solution $\varphi$ of (2) yields the spinor $\psi = (\Pi + m)\varphi$, which satisfies (1) but may vanish. The second half deals with that possibility.

To compute $\Pi^2$, move one $\beta$ through the bracket. It changes the sign of $\boldsymbol\alpha$:

$$ \beta \, (E - V - \boldsymbol\alpha \cdot \mathbf p) \, \beta = E - V + \boldsymbol\alpha \cdot \mathbf p . $$

Hence

$$ \Pi^2 = (E - V + \boldsymbol\alpha \cdot \mathbf p)(E - V - \boldsymbol\alpha \cdot \mathbf p) = (E-V)^2 - (\boldsymbol\alpha \cdot \mathbf p)^2 + \boldsymbol\alpha \cdot [\mathbf p , E - V] . $$

The components of $\mathbf p$ commute and the $\alpha_i$ anticommute, so $(\boldsymbol\alpha \cdot \mathbf p)^2 = p^2$. With $\mathbf p = -i\nabla$, the commutator is

$$ [\mathbf p , E - V] = -i\nabla(E - V) = i\nabla V = \frac{i a \hat{\mathbf r}}{r^2} , $$

because $\nabla(-a/r) = a\hat{\mathbf r}/r^2$. The result is

$$ \Pi^2 = \Big( E + \frac a r \Big)^2 - p^2 + \frac{i a \alpha_r}{r^2} . \tag{3} $$

The last term is the coupling of the spin to the electric field of the nucleus. A spinless particle would have the first two terms alone.

Now separate the radial and angular parts of the kinetic term,

$$ p^2 = -\frac1r \frac{\partial^2}{\partial r^2} r + \frac{L^2}{r^2} , $$

and expand $(E + a/r)^2 = E^2 + 2aE/r + a^2/r^2$. Equation (2) becomes

$$ \Big[ \frac1r \frac{\partial^2}{\partial r^2} r - \frac{L^2 - a^2 - i a \alpha_r}{r^2} + \frac{2aE}{r} + E^2 - m^2 \Big] \varphi = 0 . \tag{4} $$

All terms in $1/r^2$ are collected in one angular operator, $L^2 - a^2 - i a \alpha_r$. If it can be written as $\Lambda(\Lambda + 1)$, with $\Lambda$ independent of $r$, the problem is reduced to finding the eigenvalues of $\Lambda$.

## 4. The angular algebra

Let $X = \boldsymbol\Sigma \cdot \mathbf L + 1$ and $K = \beta X$. Three facts are needed.

**The square of $X$.** From $\sigma_i \sigma_j = \delta_{ij} + i\epsilon_{ijk}\sigma_k$ and $\mathbf L \times \mathbf L = i\mathbf L$,

$$ (\boldsymbol\Sigma \cdot \mathbf L)^2 = L^2 + i\boldsymbol\Sigma \cdot (\mathbf L \times \mathbf L) = L^2 - \boldsymbol\Sigma \cdot \mathbf L . $$

Therefore $L^2 = (X-1)^2 + (X-1) = X^2 - X$. Since $\beta$ commutes with $X$, we have $X = \beta K$ and $X^2 = K^2$, so

$$ L^2 = K^2 - \beta K . \tag{5} $$

**$X$ anticommutes with $\alpha_r$.** Work first with two-by-two matrices and use the product rule for $\sigma_i\sigma_j$ again:

$$ \boldsymbol\sigma \cdot \mathbf L \, \sigma_r + \sigma_r \, \boldsymbol\sigma \cdot \mathbf L = \mathbf L \cdot \hat{\mathbf r} + \hat{\mathbf r} \cdot \mathbf L + i\epsilon_{ijk}\sigma_k [L_i , \hat r_j] . $$

The first two terms vanish, because $\mathbf L = \mathbf r \times \mathbf p$ is perpendicular to $\mathbf r$ and $[L_i , \hat r_i] = 0$. In the third, $[L_i , \hat r_j] = i\epsilon_{ijl}\hat r_l$ and $\epsilon_{ijk}\epsilon_{ijl} = 2\delta_{kl}$, which gives $-2\sigma_r$. Adding $2\sigma_r$ to both sides shows that $\boldsymbol\sigma \cdot \mathbf L + 1$ anticommutes with $\sigma_r$. The blocks of $\alpha_r$ are $\sigma_r$, so $X\alpha_r = -\alpha_r X$.

**$K$ commutes with $\alpha_r$.** Both factors of $K = \beta X$ anticommute with $\alpha_r$, and the two signs cancel. $K$ also commutes with $\beta$, and by (5) with $L^2$. It can therefore be given a fixed value $k$ in equation (4).

The values of $k$ follow from $\mathbf J = \mathbf L + \boldsymbol\sigma/2$. Squaring gives $\boldsymbol\sigma \cdot \mathbf L = j(j+1) - l(l+1) - \tfrac34$, which is $l$ for $j = l + \tfrac12$ and $-(l+1)$ for $j = l - \tfrac12$. Let $\Omega$ be the two-component spin-angle function of the upper half of the spinor. Then $(\boldsymbol\sigma \cdot \mathbf L + 1)\Omega = k\Omega$, with

$$ k = l + 1 \ \ (j = l + \tfrac12) , \qquad k = -l \ \ (j = l - \tfrac12) , \qquad |k| = j + \tfrac12 . $$

Thus s$_{1/2}$ has $k = 1$, p$_{1/2}$ has $k = -1$ and p$_{3/2}$ has $k = 2$. The often used number $\kappa$ is $-k$.

## 5. The Biedenharn-Martin-Glauber operator

Define

$$ \Lambda = -\beta K - i a \alpha_r . \tag{6} $$

Its square is

$$ \Lambda^2 = (\beta K)^2 + (ia)^2 \alpha_r^2 + i a \, (\beta K \alpha_r + \alpha_r \beta K) . $$

The first term is $K^2$ and the second is $-a^2$. In the bracket, $\beta K \alpha_r = \beta \alpha_r K = -\alpha_r \beta K$, so the bracket is zero. Hence

$$ \Lambda^2 = K^2 - a^2 . \tag{7} $$

With (5), the angular operator in (4) is

$$ L^2 - a^2 - i a \alpha_r = (K^2 - a^2) + (-\beta K - i a \alpha_r) = \Lambda^2 + \Lambda = \Lambda(\Lambda + 1) . \tag{8} $$

For fixed $k$, equation (7) restricts the eigenvalues of $\Lambda$ to $\pm\gamma$, where

$$ \gamma = \sqrt{k^2 - a^2} . $$

From here on $0 < a < |k|$ is assumed, so that $\gamma$ is real and positive.

## 6. Eigenvectors of $\Lambda$

For fixed $k$, $j$ and $j_z$, the condition $K = k$ requires $\boldsymbol\sigma \cdot \mathbf L + 1$ to equal $k$ in the upper half and $-k$ in the lower half. The function $\sigma_r \Omega$ has the second property, by the anticommutation just shown, and it keeps $j$ and $j_z$ because $\sigma_r$ is a scalar under rotations. The general angular spinor is therefore

$$ \begin{pmatrix} u \, \Omega \\ i v \, \sigma_r \Omega \end{pmatrix} \equiv \begin{pmatrix} u \\ v \end{pmatrix} . $$

In this basis $\beta K$ is diagonal with entries $k$ and $-k$. The matrix $\alpha_r$ exchanges the halves and multiplies by $\sigma_r$. The new upper half is $iv\,\Omega$ and the new lower half is $u\,\sigma_r\Omega = i(-iu)\,\sigma_r\Omega$, so $\alpha_r$ sends $(u,v)$ to $(iv, -iu)$. Multiplication by $-ia$ then gives $(av, -au)$, and

$$ \Lambda = \begin{pmatrix} -k & a \\ -a & k \end{pmatrix} . \tag{9} $$

The trace is zero and the determinant is $a^2 - k^2 = -\gamma^2$, so both $+\gamma$ and $-\gamma$ occur. The eigenvectors are

$$ \chi_- = \begin{pmatrix} k + \gamma \\ a \end{pmatrix} , \quad \chi_+ = \begin{pmatrix} a \\ k + \gamma \end{pmatrix} , \qquad \Lambda\chi_\pm = \pm\gamma\chi_\pm . \tag{10} $$

For $\chi_-$, the first row of (9) gives $-k^2 - k\gamma + a^2 = -\gamma(k + \gamma)$, and the second gives $-a(k + \gamma) + ka = -\gamma a$. The case of $\chi_+$ is the same calculation with the rows exchanged.

The matrix (9) is real but not symmetric, and its eigenvectors are not orthogonal. Both have squared length $(k+\gamma)^2 + a^2 = 2k(k+\gamma)$, where $a^2 = k^2 - \gamma^2$ was used. Their scalar product is $2a(k+\gamma)$, so the normalized overlap is $a/k$. For lead its magnitude is 0.598 when $|k| = 1$ and 0.299 when $|k| = 2$. As $a$ approaches $|k|$ the two directions merge. At $a = |k|$ equation (7) gives $\Lambda^2 = 0$ with $\Lambda \neq 0$, and diagonalization fails.

## 7. The Coulomb equation

Since $\chi_-$ and $\chi_+$ are linearly independent, any $\varphi$ with given $k$ splits into two parts of the form $\chi F(r)/r$, and (4) holds for each separately. With $\lambda = \pm\gamma$,

$$ F'' + \Big[ -\frac{\lambda(\lambda+1)}{r^2} + \frac{2aE}{r} - (m^2 - E^2) \Big] F = 0 . \tag{11} $$

This has the centrifugal term of an angular momentum $\ell$ with $\ell(\ell+1) = \lambda(\lambda+1)$. The choice used here is

$$ \ell = \gamma \ \ (\lambda = +\gamma) , \qquad \ell = \gamma - 1 \ \ (\lambda = -\gamma) . $$

Dividing (11) by $-2E$, for $E > 0$, puts it in Schrödinger form:

$$ -\frac{F''}{2E} + \frac{\ell(\ell+1)}{2E r^2} F - \frac a r F = \frac{E^2 - m^2}{2E} F . $$

The total energy $E$ plays the part of the mass. For weak binding $E$ is close to $m$, and the right-hand factor $(E-m)(E+m)/2E$ tends to $E - m$.

The weak-field limit also identifies the two values of $\ell$. As $a \to 0$, $\gamma \to |k|$. For $k > 0$, $\chi_-$ becomes purely upper, with $\ell \to k - 1 = l$. For $k < 0$, $k + \gamma = -a^2/(\gamma + |k|)$ is of order $a^2$, so it is $\chi_+$ that becomes upper, with $\ell \to |k| = l$. In each case the large component recovers its ordinary orbital angular momentum.

## 8. Quantization

Let $q = \sqrt{m^2 - E^2} > 0$ and $s = \ell + 1$, and write $F = r^s e^{-qr} w(r)$. The other behaviour at the origin, $r^{-\ell}$, is set aside here and excluded in section 14. Differentiating twice,

$$ F'' = r^s e^{-qr} \Big[ w'' + 2\Big( \frac s r - q \Big) w' + \Big( \frac{s(s-1)}{r^2} - \frac{2sq}{r} + q^2 \Big) w \Big] . $$

In (11) the terms in $1/r^2$ cancel because $s(s-1) = \ell(\ell+1)$, and the terms in $q^2$ cancel as well. With $\rho = 2qr$ the rest is Kummer's equation,

$$ \rho \frac{d^2w}{d\rho^2} + (2s - \rho)\frac{dw}{d\rho} - A w = 0 , \qquad A = s - \frac{aE}{q} , $$

whose solution regular at zero is the series $w = M(A, 2s, \rho)$. Its successive coefficients have the ratio $(A+j)/[(2s+j)(j+1)]$. If the series does not end, then for any $c < 1$ this ratio exceeds $c/(j+1)$ for all large $j$, and $|w|$ grows at least as fast as $e^{c\rho}$. With $c > \tfrac12$ this overcomes $e^{-qr} = e^{-\rho/2}$, and $F$ diverges. A bound state therefore needs $A = -n$ with $n = 0, 1, 2, \dots$, that is

$$ q = \frac{aE}{N} , \qquad N = n + \ell + 1 . $$

For $E \le 0$, $A$ is positive and the series cannot end, so bound states have $E > 0$. Squaring gives $m^2 - E^2 = a^2E^2/N^2$, hence

$$ E = \frac{m}{\sqrt{1 + a^2/N^2}} . \tag{12} $$

For $\ell = \gamma - 1$, $N = n + \gamma$. For $\ell = \gamma$, $N = n + 1 + \gamma$. Both cases read $N = n_r + \gamma$. The value $n_r = 0$ comes from $\lambda = -\gamma$ alone, and each $n_r \ge 1$ comes from both eigenvalues.

# Second half: back to the Dirac equation

## 9. What is carried over

The potential is $-a/r$ with $a = Z\alpha$, and $\hbar = c = 1$. The Dirac equation is $\Pi\psi = m\psi$ with $\Pi = \beta(E + a/r - \boldsymbol\alpha \cdot \mathbf p)$. The operator $K = \beta(\boldsymbol\Sigma \cdot \mathbf L + 1)$ has the value $k = \pm1, \pm2, \dots$, and $\gamma = \sqrt{k^2 - a^2}$ is real. The operator $\Lambda = -\beta K - i a \alpha_r$ has eigenvectors $\chi_- = (k+\gamma, a)$ and $\chi_+ = (a, k+\gamma)$ with eigenvalues $\mp\gamma$. A pair $(u,v)$ stands for the spinor with upper half $u\,\Omega$ and lower half $iv\,\sigma_r\Omega$, and $\alpha_r$ sends it to $(iv, -iu)$.

The squared equation $\Pi^2\varphi = m^2\varphi$ has solutions $\chi_- F/r$ with $\ell = \gamma - 1$ and $\chi_+ F/r$ with $\ell = \gamma$. Its energies are given by (12) with $N = n_r + \gamma$, and $q = \sqrt{m^2 - E^2} = aE/N$. For given $k$ and $j_z$ there is one solution at $n_r = 0$ and there are two at each $n_r \ge 1$. It remains to find which combinations solve the Dirac equation itself.

The squared Dirac equation has been reduced to a radial Coulomb equation with a shifted angular momentum, and its bound-state energies are given by (12). It remains to find which combinations of its solutions solve the Dirac equation itself.
